# Keesom free energy and the average energy of two rotating dipoles

**Q.** I am estimating the attraction between alcohol molecules in the hot vapour of a wafer dryer. Two permanent dipoles turn about, the attractive orientations are slightly favoured, and the average of the dipole-dipole energy comes out negative and proportional to \(1/r^6\). That average is the Keesom interaction, and its slope gives the force. Is anything wrong with this?

**A.** The average exists and does go as \(1/r^6\). Whether its slope is the force has to be worked out. Let us fix the model first. Two rigid point dipoles \(p_1,p_2\) are held at distance \(r\) in vacuum. They rotate freely and classically, in contact with surroundings at temperature \(T\). With unit vectors \(\mathbf n_1,\mathbf n_2\) along the dipoles and \(\hat{\mathbf r}\) along the line joining them,

\[
U=u_0 f,\qquad u_0=\frac{p_1p_2}{4\pi\varepsilon_0 r^3},\qquad
f=\mathbf n_1\!\cdot\!\mathbf n_2-3(\mathbf n_1\!\cdot\!\hat{\mathbf r})(\mathbf n_2\!\cdot\!\hat{\mathbf r}).
\]

Head to tail along the line, \(f=1-3=-2\), the lowest value. I write \(\beta=1/kT\), \(x=\beta u_0\), and \(\langle\cdots\rangle_0\) for an average over all orientations with equal weight. How would you calculate your average?

**Q.** With the Boltzmann weight:

\[
E=\langle U\rangle=\frac{\langle U e^{-\beta U}\rangle_0}{\langle e^{-\beta U}\rangle_0}.
\]

At high temperature \(x\ll1\), so I expand the exponential. But I need the angular averages.

**A.** Write \(f=\sum_{ij}n_{1i}M_{ij}n_{2j}\). With the \(z\) axis along \(\hat{\mathbf r}\), the matrix \(M\) is diagonal with entries \(1,1,-2\). Reversing \(\mathbf n_1\) changes the sign of \(f\), so every odd moment vanishes, in particular \(\langle f\rangle_0=0\). For the square we need \(\langle n_in_k\rangle_0=\delta_{ik}/3\): the three squared components are equal on average and add up to one, and the cross terms cancel. The two dipoles are averaged independently, hence

\[
\langle f^2\rangle_0=\sum_{ijkl}M_{ij}M_{kl}\,\frac{\delta_{ik}}{3}\,\frac{\delta_{jl}}{3}
=\frac19\sum_{ij}M_{ij}^2=\frac{1+1+4}{9}=\frac23 .
\]

**Q.** Then the numerator is \(\langle U(1-\beta U+\dots)\rangle_0=-\beta\langle U^2\rangle_0\) to leading order. The denominator is \(1-\beta\langle U\rangle_0+\dots=1\), with corrections of order \(x^2\). So

\[
E=-\beta\langle U^2\rangle_0=-\frac{2u_0^2}{3kT}.
\]

That is my Keesom energy.

**A.** It is the correct average energy. Now calculate the free energy. The kinetic part of the partition function does not depend on \(r\), so it cancels when we compare with the same two dipoles at infinite separation and the same \(T\). What remains is

\[
F=-kT\ln Z,\qquad Z=\langle e^{-\beta U}\rangle_0 .
\]

**Q.** To first order the exponential gives \(Z=1-\beta\langle U\rangle_0=1\), and \(F=0\). That cannot be right.

**A.** The first-order term vanishes, so you must keep the second. In \(E\) there was already one factor \(U\) in front of the exponential, and first order was enough. Here

\[
Z=1+\tfrac12\beta^2\langle U^2\rangle_0+\dots,
\]

and, since \(\ln(1+y)\approx y\),

\[
F=-\frac{\beta}{2}\langle U^2\rangle_0=-\frac12\,\frac{1}{kT}\,\frac{2u_0^2}{3}=-\frac{u_0^2}{3kT}.
\]

Comparing the two results, \(E=2F\) at leading order in \(x\). The Keesom interaction free energy is half the average energy.

**Q.** The algebra is short, but the half looks like an accident of Taylor coefficients. Does it have a physical origin?

**A.** Switch the interaction on gradually, replacing \(U\) by \(\lambda U\) with \(\lambda\) running from 0 to 1. Differentiating the free energy gives

\[
\frac{dF}{d\lambda}=-kT\,\frac{\langle -\beta U e^{-\beta\lambda U}\rangle_0}{\langle e^{-\beta\lambda U}\rangle_0}
=\langle U\rangle_\lambda ,
\]

where the subscript means that the orientations are distributed according to \(\lambda U\). At small \(\lambda\) the dipoles are hardly aligned, and \(\langle U\rangle_\lambda\approx-\lambda\beta\langle U^2\rangle_0\). The alignment grows in proportion to the coupling, so

\[
F=\int_0^1\langle U\rangle_\lambda\,d\lambda=-\beta\langle U^2\rangle_0\int_0^1\lambda\,d\lambda=-\frac{\beta}{2}\langle U^2\rangle_0 .
\]

Your \(E\) is the integrand at its end point \(\lambda=1\). The free energy is the area under a straight line that starts from zero, which is half the final height. It is the same half as in the energy stored in a stretched spring, \(\tfrac12\times\text{force}\times\text{extension}\).

**Q.** Where does the other half of the energy go? If the energy falls by \(2|F|\) when I bring the molecules together, it must turn up somewhere.

**A.** Use \(F=E-TS\), where \(S\) is the change of entropy relative to infinite separation. Then

\[
TS=E-F=2F-F=F<0 .
\]

The entropy falls because some orientations have become more probable than others. In a slow approach at fixed temperature the dipoles deliver work \(|F|\) to whatever holds them, and heat \(-TS=|F|\) to the surroundings. Together these account for the energy decrease \(2|F|\).

**Q.** Still, the force is the derivative of an energy. Why may I not use \(-dE/dr\)?

**A.** The force at one given orientation is \(-\partial U/\partial r\). The force you measure at fixed \(r\), averaged over the rotation, is \(-\langle\partial U/\partial r\rangle\). Differentiate \(F\) at fixed \(T\):

\[
\frac{dF}{dr}=-kT\,\frac{\langle-\beta(\partial U/\partial r)e^{-\beta U}\rangle_0}{\langle e^{-\beta U}\rangle_0}
=\Big\langle\frac{\partial U}{\partial r}\Big\rangle .
\]

So the mean force is \(-dF/dr\), whatever the strength of the coupling. Differentiating \(E=F+TS\) gives instead

\[
\frac{dE}{dr}=\frac{dF}{dr}+T\frac{dS}{dr}.
\]

The extra term comes from the change in the distribution of orientations as \(r\) changes. It is heat exchanged with the surroundings and does not push on the molecules.

You can see the consistency in the powers of \(r\). Since \(U\propto r^{-3}\) at fixed orientations, \(\partial U/\partial r=-3U/r\), and the mean force is \(3E/r\). Since \(F\propto r^{-6}\) at high temperature, \(-dF/dr=6F/r\). With \(E=2F\) the two agree. Your \(-dE/dr\) would be \(6E/r\), twice the actual mean force.

**Q.** And if I do not care about forces, but about how often two molecules in the vapour are found at distance \(r\)?

**A.** In a dilute vapour the joint probability of distance and orientation carries the factor \(e^{-\beta U}\). To get the probability of the distance alone you average over orientations, and the factor becomes \(\langle e^{-\beta U}\rangle_0=e^{-\beta F}\), by the definition of \(F\). So here too \(F\) plays the part of the effective pair potential. \(E\), weighted with this probability and summed over pairs, gives the interaction part of the vapour's internal energy. A heat balance at constant pressure needs the enthalpy, which contains a pressure-volume term as well.

**Q.** Let me put in numbers. I take both dipole moments as 1.7 D, a distance of 0.8 nm and a temperature of 350 K.

**A.** Then \(kT=30.16\) meV, \(u_0=3.523\) meV and \(x=3.523/30.16=0.117\), which is small. The formulas give

\[
F=-\frac{(3.523)^2}{3\times30.16}\ \text{meV}=-0.137\ \text{meV},\qquad
E=2F=-0.274\ \text{meV}.
\]

In molar units these are about \(-13\) and \(-26\) J/mol. Numerical integration over the orientations, with no expansion in \(x\), gives \(-0.1371\) and \(-0.2740\) meV, with ratio 1.9987.

The mean force from the energy slopes of the individual orientations is \(-1.03\) meV/nm, the minus sign meaning attraction. It agrees with \(-dF/dr\), whereas \(-dE/dr\) is \(-2.05\) meV/nm. Adding up the mean force along the whole path from infinity to 0.8 nm gives \(-0.1371\) meV for the work done on the pair, which is \(F\) and not \(E\). The heat released is 0.1369 meV.

**Q.** The ratio is 1.9987, not 2. Is that numerical error?

**A.** No, it is the next term of the expansion. We need \(\langle f^4\rangle_0\). For fixed \(\mathbf n_2\), \(f=\mathbf n_1\cdot\mathbf v\) with \(\mathbf v=M\mathbf n_2\). If \(c\) is the cosine of the angle between \(\mathbf n_2\) and \(\hat{\mathbf r}\), then \(|\mathbf v|^2=(1-c^2)+4c^2=1+3c^2\). The fourth power of the cosine between a random direction and a fixed one averages to \(1/5\), and \(\langle c^2\rangle_0=1/3\), \(\langle c^4\rangle_0=1/5\). Therefore

\[
\langle f^4\rangle_0=\tfrac15\langle1+6c^2+9c^4\rangle_0=\tfrac15\left(1+2+\tfrac95\right)=\tfrac{24}{25}.
\]

The partition function is \(Z=1+x^2/3+x^4/25+\dots\), because \((24/25)/4!=1/25\). With \(\ln(1+y)=y-y^2/2+\dots\),

\[
\ln Z=\frac{x^2}{3}+\left(\frac1{25}-\frac1{18}\right)x^4+\dots=\frac{x^2}{3}-\frac{7x^4}{450}+\dots
\]

The energy follows from \(E=-\partial\ln Z/\partial\beta\), that is \(E/kT=-x\,d\ln Z/dx\). Hence

\[
\frac{F}{kT}=-\frac{x^2}{3}\left(1-\frac{7x^2}{150}\right),\qquad
\frac{E}{kT}=-\frac{2x^2}{3}\left(1-\frac{7x^2}{75}\right),
\]

and, dividing and keeping terms to order \(x^2\),

\[
\frac EF=2\left(1-\frac{7x^2}{75}+\frac{7x^2}{150}\right)=2\left(1-\frac{7x^2}{150}\right).
\]

For \(x=0.1168\) this is 1.9987, the value found by integration.

**Q.** So the factor 2 is lost when the dipoles couple strongly. What replaces it?

**A.** Average over \(\mathbf n_1\) first, without expanding. The cosine \(t\) between \(\mathbf n_1\) and \(\mathbf v\) is uniform between \(-1\) and 1, and \(\tfrac12\int_{-1}^1e^{-xst}dt=\sinh(xs)/(xs)\), where \(s=|\mathbf v|\). So

\[
Z=\int_0^1\frac{\sinh(xs)}{xs}\,dc,\qquad s=\sqrt{1+3c^2}.
\]

For \(x\gg1\) the integral comes from the neighbourhood of \(c=1\), where \(s=2\) and \(ds/dc=3c/s=3/2\). Put \(c=1-y\), so that \(s\approx2-\tfrac32y\), and replace \(\sinh(xs)\) by \(\tfrac12e^{xs}\):

\[
Z\approx\frac{e^{2x}}{4x}\int_0^\infty e^{-3xy/2}\,dy=\frac{e^{2x}}{4x}\,\frac{2}{3x}=\frac{e^{2x}}{6x^2}.
\]

Therefore

\[
F\approx-2u_0+kT\ln(6x^2),\qquad E\approx-2u_0+2kT .
\]

Both are dominated by the energy \(-2u_0\) of the locked head-to-tail pair, and their ratio tends to 1. The term \(2kT\) is \(\tfrac12kT\) for each of the four small angles by which two dipoles can tilt away from the line. The integral gives \(E/F=1.92\) at \(x=1\), 1.77 at \(x=2\), 1.50 at \(x=5\), 1.18 at \(x=20\) and 1.03 at \(x=200\). The approach to 1 is slow because the logarithm in \(F\) fades slowly beside \(2x\).

**Q.** Back to my vapour. Is the total attraction between two such molecules then 0.137 meV?

**A.** Far from it. Two other contributions are present at the same distance. For a rough size, take a polarizability volume \(\alpha=0.007\ \text{nm}^3\) for each molecule.

The first is induction. Each dipole polarizes the other molecule, with energy \(-\tfrac12(4\pi\varepsilon_0\alpha)\mathcal E^2\) in a field whose square is \(\mathcal E^2=p^2(1+3c^2)/[(4\pi\varepsilon_0)^2r^6]\). Since \(\langle1+3c^2\rangle_0=2\), each molecule contributes \(-\alpha u_0/r^3\), and the pair contributes

\[
-\frac{2\alpha u_0}{r^3}=-\frac{2\times0.007\times3.523}{0.512}\ \text{meV}=-0.096\ \text{meV}.
\]

The second is dispersion. Treat the electrons of each molecule as an isotropic oscillator of quantum \(\hbar\omega_0=10\) eV. The dipole coupling splits the oscillators into in-phase and out-of-phase modes with \(\omega^2=\omega_0^2(1\pm m\alpha/r^3)\), where \(m=1,1,-2\) are the entries of \(M\). Since \(\sqrt{1+y}+\sqrt{1-y}-2\approx-y^2/4\), the zero-point energy changes by

\[
\frac{\hbar\omega_0}{2}\sum_m\left(-\frac{m^2\alpha^2}{4r^6}\right)=-\frac34\,\frac{\hbar\omega_0\alpha^2}{r^6}=-1.40\ \text{meV}.
\]

This is about ten times the Keesom free energy. For the real molecule it is an underestimate: a single quantum of 10 eV is low, and time-dependent Hartree–Fock in small basis sets puts the effective quantum \(C_6/(\tfrac34\alpha^2)\) near 18 eV, which with the same \(\alpha\) would give about \(-2.5\) meV.

**Q.** Must those two be halved as well?

**A.** No. The induction energy has a nonzero average even over uniformly distributed orientations. Its first-order term in \(\ln Z\) survives, and \(F=E\) at leading order. The oscillators stay in their ground state, because 10 eV is far above \(kT\), so the dispersion part carries no entropy in this model. The factor 2 belongs to the Keesom part alone. For the whole pair the calculation gives \(F=-1.64\) meV and \(E=-1.77\) meV, with ratio 1.08.

**Q.** How close is this to a real dryer?

**A.** The inputs are rough values in the regime of isopropyl alcohol vapour, and 0.8 nm describes a close encounter, not the usual spacing in the vapour. Apart from the missing induction and dispersion, one weak assumption is that of a point dipole at the centre of rotation. In the alcohol the dipole sits towards the OH group. As a simple example, moving each dipole 0.1 nm off centre along its own direction, with the distance between centres held at 0.8 nm, raises \(|F|\) by 19 percent. A shift in another direction would give a different figure. The real correction is probably larger: a small-basis Hartree–Fock quadrupole moment about the centre of mass corresponds to a shift near 0.15 nm and raises \(\langle U^2\rangle_0\) by roughly 45 percent at this distance. Quantum rotation matters far less: for a linear rotor with a rotational constant of 8 GHz, a stand-in for the real asymmetric molecule, \(|F|\) drops by 0.07 percent. At contact, hydrogen bonding and overlap of the electron clouds take over, and this model should not be used there. Nor is a pair energy the adhesion energy of a particle on a wafer, which involves two extended bodies and whatever lies between them.

**Q.** Does the factor 2 survive when the dipoles are off centre?

**A.** At high temperature, yes. Our derivation used a temperature-independent \(U\) with \(\langle U\rangle_0=0\), not its detailed shape. The average still vanishes: a neutral molecule averaged over all rotations about its centre is a neutral, spherically symmetric charge distribution, which has no field outside.

The corrections are larger, though. Reversing one direction no longer reverses \(U\), so \(\langle U^3\rangle_0\) need not vanish, and the ratio can depart from 2 in proportion to \(1/T\) instead of \(1/T^2\). The computed ratio is 1.981 at 350 K. At 35 000 K, a purely mathematical check of the limit, it is 1.9998. The departure shrinks by roughly a factor of 100 for a hundredfold rise in \(T\), as a \(1/T\) correction should.

**Q.** My next process step is a rinse in water. May I divide \(u_0\) by the permittivity \(\varepsilon\) of water and keep \(E=2F\)?

**A.** You must then say which energy you mean. Take the continuum picture \(U_{\text{eff}}=u_0f/\varepsilon(T)\), an illustration and not a molecular description of water at 0.8 nm. At one temperature the orientation averages are as before, so \(F=-u_0^2/(3kT\varepsilon^2)\) and \(\langle U_{\text{eff}}\rangle=2F\).

But \(U_{\text{eff}}\) is itself a free energy: the water has already been averaged over at fixed dipole orientations. The full interaction energy, water included, follows from \(S=-dF/dT\), which gives \(E=F-T\,dF/dT\). In vacuum \(F\propto1/T\), so \(T\,dF/dT=-F\) and we recover \(E=2F\). If \(\varepsilon\propto T^{-n}\), then \(F\propto T^{2n-1}\), \(T\,dF/dT=(2n-1)F\), and

\[
E=F-(2n-1)F=(2-2n)F .
\]

Rough permittivities of 80 at 293 K and 70 at 323 K give \(n=\ln(80/70)/\ln(323/293)=1.37\), hence \(E=-0.74F\). The exponent of real water is not constant over this range: the factor runs from about \(-0.7\) at 293 K to \(-0.9\) at 323 K, so the sign is reliable but the digits are not.

**Q.** A negative factor? The dipoles attract, yet the energy rises as they approach?

**A.** In this continuum model, yes. At 308 K and 0.8 nm, \(F=-2.8\times10^{-5}\) meV while \(E=+2.1\times10^{-5}\) meV. Then \(TS=E-F\) is positive: heat is taken up during the approach, and the attraction is driven by entropy. The mean force is still \(-dF/dr\). Here the slope of \(E\) would give you even the wrong sign.

**Q.** So for my vapour I use \(-u_0^2/(3kT)\) for the force and the pair probability, and \(-2u_0^2/(3kT)\) for the internal energy.

**A.** For the Keesom part, with \(x\ll1\), yes. Add induction and dispersion to both without a factor 2. The numerical output below lists the values at full length.

## Table of computed values

```
dipole moment: 1.7 D; distance: 0.8 nm; T: 350 K
thermal energy kT: 30.16 meV
dipole energy scale u0: 3.523 meV
coupling x = u0/kT: 0.1168
angular moments <f>, <f^2>, <f^4>: 0.0, 0.666667, 0.960000
F, high-T formula: -0.13717 meV
F, full orientation integral: -0.13709 meV = -13.23 J/mol
E, high-T formula: -0.27435 meV
E, full orientation integral: -0.27400 meV = -26.44 J/mol
ratio E/F, full integral: 1.99873
ratio E/F, 2(1-7x^2/150): 1.99873
F by switching on the coupling: -0.13709 meV
work of slow approach from infinity: -0.13709 meV
T*S from orientation distribution: -0.13691 meV
heat released to surroundings: 0.13691 meV
mean radial force: -1.0275 meV/nm
-dF/dr: -1.0275 meV/nm
-dE/dr (wrong force): -2.0524 meV/nm
coupling x | F/kT | E/kT | E/F
     0.1 | -0.00333 | -0.00666 | 1.9991
     0.5 | -0.08239 | -0.16293 | 1.9776
     1.0 | -0.31924 | -0.61288 | 1.9198
     2.0 | -1.15489 | -2.04832 | 1.7736
     5.0 | -5.17896 | -7.77038 | 1.5004
    20.0 | -32.25234 | -37.96183 | 1.1770
   200.0 | -387.61496 | -397.99663 | 1.0268
input polarizability volume: 0.007 nm^3
input oscillator quantum: 10 eV
induction free energy: -0.0963 meV
dispersion energy: -1.4021 meV
dispersion / Keesom F: 10.23
whole pair F: -1.6357 meV; E: -1.7728 meV
whole pair E/F: 1.0838
dipole offset from centre: 0.1 nm
off-centre F / centred F: 1.1924
off-centre E/F at 350 K: 1.9808
off-centre E/F at 35000 K (limit check): 1.99979
rotational constant: 8 GHz = 0.0331 meV
quantum reduction of |F|: 0.073 percent
water permittivity inputs: 80 at 293 K, 70 at 323 K
exponent n in eps ~ T^-n: 1.370
screened pair at 308 K, F: -2.793e-05 meV
screened pair, full energy E: 2.066e-05 meV; E/F: -0.740
screened pair, mean effective potential / F: 2.0000
```
